Angular Dependence of Mössbauer Sextet Intensities for a Magnetic Dipole Transition

**Problem**

A nucleus has a ground level of spin 1/2 and an excited level of spin 3/2, joined by a pure magnetic dipole transition. A static magnetic field B along z splits both levels. A beam of unpolarized gamma radiation travels along the unit vector k, at an angle θ to the field, and is absorbed without recoil in a thin sample.

(a) Find which transitions between sublevels occur and how their strengths compare before the direction of the photon is considered.

(b) Show that the six absorption lines have relative areas 3 : x : 1 : 1 : x : 3, with x = 4 sin²θ/(1 + cos²θ), and examine the limits θ = 0 and θ = 90°.

(c) Find the condition on the g-factors under which this sequence is also the order of the lines in energy.

(d) Find the areas for a sample in which the field directions are random. Is the same answer obtained by averaging x over the sphere?

(e) Apply the results to a model nucleus in which one particle with orbital momentum L = 1 and spin S = 1/2 supplies both levels, J = 3/2 and J = 1/2. Its magnetic moment, in nuclear magnetons μ_N, is g_l L + g_s S with g_l = 1 and g_s = 6. Take B = 10 T, a transition energy of 50 keV and θ = 60°. These are round model parameters and describe no particular nucleus. The order and spacing of the two levels are imposed: for a single nucleon the spin–orbit force places J = 3/2 below J = 1/2, with a splitting of order MeV.

**Assumptions**

The lines are resolved, and the projection m on the field axis is a good quantum number in both levels. The second condition excludes, for example, a quadrupole interaction that mixes different m. The two ground sublevels are equally populated. The sample is thin enough for each line area to be proportional to its absorption cross section. The recoil-free fraction is the same for all six lines and, where directions are averaged, for all directions.

**Solution**

**(a) Transitions and strengths**

The radiation couples to the nuclear moment μ through −μ·B_rad. For a plane wave with polarization vector ε, the magnetic field B_rad points along

b = k × ε.

The nucleus is small compared with the wavelength, so the field may be taken as uniform across it. Apart from factors common to all lines, the absorption amplitude is

A = v·b, with v = ⟨3/2, m_e| μ |1/2, m_g⟩.

To use rotational symmetry, introduce the spherical unit vectors

e_0 = ẑ, e_(±1) = ∓(x̂ ± iŷ)/√2.

They are orthonormal in the sense e_q*·e_q' = δ_qq'. With components μ_q = e_q·μ, the moment is therefore

μ = Σ_q μ_q e_q*.

The three operators μ_q transform under rotations like the states |1, q⟩ of a spin 1. By the Wigner–Eckart theorem, their matrix elements depend on the projections through a Clebsch–Gordan coefficient alone:

⟨3/2, m_e| μ_q |1/2, m_g⟩ = R C(1/2 m_g; 1 q | 3/2 m_e).

The constant R is common to all the transitions. The coefficient vanishes unless m_e = m_g + q, so just one q contributes to each pair of sublevels:

v = R C e_q*, q = m_e − m_g.

There are 2 × 4 = 8 pairs. The pairs (+1/2 → −3/2) and (−1/2 → +3/2) would need |q| = 2 and are forbidden. Six lines remain.

The coefficients follow from coupling a spin 1 to a spin 1/2. Write ↑ and ↓ for the two spin-1/2 states and begin with the stretched state

|3/2, 3/2⟩ = |1, 1⟩↑.

The lowering operator obeys

J₋|j, m⟩ = √[j(j+1) − m(m−1)] |j, m−1⟩.

On the left its factor is √(15/4 − 3/4) = √3. On the right it acts on each part in turn, with factor √2 for the spin 1 and factor 1 for the spin 1/2. Hence

√3 |3/2, 1/2⟩ = √2 |1, 0⟩↑ + |1, 1⟩↓,

|3/2, 1/2⟩ = √(2/3) |1, 0⟩↑ + √(1/3) |1, 1⟩↓.

The squared coefficients can now be read off:

- m_g = +1/2 → m_e = +3/2, q = +1: C² = 1
- m_g = +1/2 → m_e = +1/2, q = 0: C² = 2/3
- m_g = −1/2 → m_e = +1/2, q = +1: C² = 1/3

Starting instead from |1, −1⟩↓ and raising gives the same numbers with all projections reversed. Since e_q* has unit length, |v|² = R²C², and the strengths without regard to direction are in the ratio 3 : 2 : 1.

**(b) Dependence on the photon direction**

Choose two real polarization vectors ε₁ and ε₂ that form a right-handed set with k. Then

k × ε₁ = ε₂, k × ε₂ = −ε₁.

The two magnetic directions b span the same plane as the two polarizations, the plane normal to k. An unpolarized beam is an equal mixture of both. The resulting factor 1/2 is common to all lines and is dropped:

W = |v·ε₁|² + |v·ε₂|².

The vectors ε₁, ε₂ and k form a complete orthonormal set, so |v|² is the sum of the squared components along all three. Therefore

W = |v|² − |v·k|².

The component of the transition moment along the beam does not absorb, because the magnetic field of the wave is transverse.

For q = 0 the unit vector is ẑ, and ẑ·k = cos θ. The angular factor is

1 − cos²θ = sin²θ.

For q = ±1,

|e_q*·k|² = (k_x² + k_y²)/2 = sin²θ/2,

and the angular factor is

1 − sin²θ/2 = (2 − sin²θ)/2 = (1 + cos²θ)/2.

Multiplication by the strengths from part (a) gives the three different areas. The subscripts name the entries 3, x and 1 of the sequence:

W_3 = R² · 1 · (1 + cos²θ)/2 = R²(1 + cos²θ)/2

W_x = R² · (2/3) · sin²θ = 2R² sin²θ/3

W_1 = R² · (1/3) · (1 + cos²θ)/2 = R²(1 + cos²θ)/6

Each occurs twice, once for each sign of the projections. Division by W_1 gives

W_3/W_1 = 3,

W_x/W_1 = (2 sin²θ/3) · 6/(1 + cos²θ) = 4 sin²θ/(1 + cos²θ) = x.

This is the required ratio. The 3 : 1 part does not depend on θ, because both kinds of line have |q| = 1 and share one angular factor.

Along the field, θ = 0 and x = 0, so the areas are 3 : 0 : 1. A photon moving along z carries angular momentum +1 or −1 about z and cannot drive a transition with q = 0. Across the field, θ = 90° and x = 4, so the areas are 3 : 4 : 1. The x line is then the strongest of the three. It exceeds the weight-3 line when

4(1 − cos²θ) > 3(1 + cos²θ), that is, cos²θ < 1/7.

The case θ = 90° also shows why the beam must be unpolarized. The moment for q = 0 points along z and absorbs only the part of the beam whose magnetic vector b is along z. The moments for q = ±1 lie in the xy plane and absorb only the part with b perpendicular to z. A linearly polarized beam with b along z would therefore show the two x lines alone.

The sum of one area of each kind is

W_3 + W_x + W_1 = R²[(1 + cos²θ)(1/2 + 1/6) + (2/3) sin²θ]
= (2R²/3)(1 + cos²θ + sin²θ)
= 4R²/3.

The angle has dropped out. Each ground sublevel is the starting point of one line of each kind, so its total absorption is isotropic. All six lines together give 8R²/3, and the fraction of the total area in a single line is

f_3 = 3(1 + cos²θ)/16, f_x = sin²θ/4, f_1 = (1 + cos²θ)/16.

A measured x can be turned into an angle. From x(1 + cos²θ) = 4 − 4cos²θ, collecting the terms in cos²θ gives

cos²θ = (4 − x)/(4 + x).

This holds when all nuclei share one θ. The angles θ and 180° − θ give the same x, so the areas do not reveal the sense of the field. They also leave its azimuth about the beam undetermined.

The thin-sample condition matters even for the ratio 3 : 1. If a polarization component meets an optical thickness τ, the absorbed fraction is

1 − exp(−τ) ≈ τ − τ²/2.

At one photon energy the loss relative to the linear term is τ/2. For the area of a Lorentzian line, τ = τ₀/(1 + y²) with y the detuning in half-widths; since ∫dy/(1 + y²) = π and ∫dy/(1 + y²)² = π/2, the relative loss of area is τ₀/4. In either case it is larger for a stronger line. The weight-3 line has three times the thickness of the weight-1 line with the same angular factor, so to this order their area ratio falls below 3.

**(c) Order of the lines in energy**

A sublevel has magnetic energy E = −gμ_N B m. Let g_e and g_g be the g-factors of the excited and ground levels. The shift of a line from the unsplit transition energy is

ΔE = E_e − E_g = μ_N B (g_g m_g − g_e m_e).

Inserting the projections for each kind of line and taking absolute values gives the distances from the centre:

d_3 = μ_N B |3g_e − g_g|/2

d_x = μ_N B |g_e − g_g|/2

d_1 = μ_N B |g_e + g_g|/2

Reversing both g-factors leaves these distances unchanged, so g_e may be taken as positive. Suppose first that the signs are opposite, with g_e = a and g_g = −p, where a and p are positive. In units of μ_N B/2 the distances are

3a + p, a + p, |a − p|.

The first is larger than the second, and the second is larger than the third. From one end of the spectrum to the other, the areas are then 3 : x : 1 : 1 : x : 3. If a = p, the two inner lines coincide at the centre and the sextet is not fully resolved.

Suppose next that the signs are equal, with g_e = a and g_g = p. Now d_1 is proportional to a + p and d_x to |a − p|. The weight-1 line lies outside the x line, so the stated order cannot occur. The areas of the individual transitions are still those of part (b), but they appear in another sequence.

The condition is therefore that g_e and g_g have opposite signs. (At the one value x = 1, the x and weight-1 lines have equal area, and the sequence of areas cannot show which lies outside.) This result holds for a purely magnetic splitting. An axial quadrupole interaction along the field keeps m good and leaves the areas unchanged, but it shifts the two weight-3 lines one way and the other four lines the opposite way. The spectrum is then no longer symmetric, and the order changes once that shift exceeds half the spacing of the excited sublevels.

**(d) Random field directions**

When the sample contains many field directions, the absorbed intensities add. The areas must therefore be averaged separately, before any ratio is formed. They are linear in cos²θ, so the mean C = ⟨cos²θ⟩ is all that is needed:

x_eff = ⟨W_x⟩/⟨W_1⟩ = 4(1 − C)/(1 + C).

For random directions, u = cos θ is uniformly distributed between −1 and 1, and

C = ∫₀¹ u² du = 1/3,

x_eff = 4 · (2/3)/(4/3) = 2.

The sextet becomes 3 : 2 : 1 : 1 : 2 : 3, with fractions f_3 = 1/4, f_x = 1/6 and f_1 = 1/12 for the single lines. These are the strength ratios of part (a), as they should be: averaging over the sphere replaces |v·k|² by |v|²/3 for every line, which leaves the common factor 2/3.

Averaging x itself gives a different number:

⟨x⟩ = ∫₀¹ 4(1 − u²)/(1 + u²) du
= 4 ∫₀¹ [2/(1 + u²) − 1] du
= 4(2 · π/4 − 1)
= 2π − 4 ≈ 2.28.

The difference is one of weighting. Because W_x = xW_1, the measured ratio is

x_eff = ⟨xW_1⟩/⟨W_1⟩.

Each direction counts in proportion to W_1, that is, to 1 + cos²θ. This weight is smallest near θ = 90°, where x is largest. The plain average of x ignores the weight and comes out too high.

The formula for x_eff also covers samples with preferred directions. If the density of field directions on the sphere is proportional to cos²θ, then

C = ∫₀¹ u⁴ du / ∫₀¹ u² du = (1/5)/(1/3) = 3/5,

x_eff = 4 · 0.4/1.6 = 1.

Conversely, a measured ratio fixes only C. The value 2 is found for random directions, but also for a single direction with cos²θ = 1/3, which is θ = 54.74°. It does not by itself prove that the directions are random.

If the recoil-free fraction f depends on direction, each direction carries the additional weight f. Then C must be replaced by ⟨f cos²θ⟩/⟨f⟩. A random sample departs from 3 : 2 : 1 when the axis of the anisotropy of f is tied to the field direction, as when both follow the crystal axes of each grain. If the two are uncorrelated, the average factorizes and C stays 1/3.

**(e) Model nucleus**

The g-factors come first. In the stretched state of J = 3/2, the projections are L_z = 1 and S_z = 1/2, so the moment along z is g_l + g_s/2. Setting this equal to (3/2)g_e gives

g_e = (2g_l + g_s)/3 = 8/3 ≈ 2.667.

For J = 1/2, project L and S on J. From S = J − L and L = J − S,

L·J = [J(J+1) + L(L+1) − S(S+1)]/2 = (3/4 + 2 − 3/4)/2 = 1,

S·J = [J(J+1) + S(S+1) − L(L+1)]/2 = (3/4 + 3/4 − 2)/2 = −1/4.

Division by J(J+1) = 3/4 gives

g_g = (4/3)g_l − (1/3)g_s = (4 − 6)/3 = −2/3 ≈ −0.667.

The signs are opposite, so the lines appear in the stated order.

This model also allows the strengths to be checked without the Wigner–Eckart theorem. Write the moment as

μ = g_l J + (g_s − g_l) S.

The operator J cannot connect levels of different J, so S alone causes the transition. The ground state with m_g = +1/2 is the combination orthogonal to |3/2, 1/2⟩:

|1/2, 1/2⟩ = √(2/3) |1, 1⟩↓ − √(1/3) |1, 0⟩↑.

The excited state with m_e = −1/2, found by raising from |1, −1⟩↓, is

|3/2, −1/2⟩ = √(2/3) |1, 0⟩↓ + √(1/3) |1, −1⟩↑.

The required matrix elements are

⟨3/2, 3/2| S₊ |1/2, 1/2⟩ = √(2/3),

⟨3/2, 1/2| S_z |1/2, 1/2⟩ = −√2/6 − √2/6 = −√2/3,

⟨3/2, −1/2| S₋ |1/2, 1/2⟩ = −√(2/3)·√(1/3) = −√2/3.

The spherical components for q = ±1 are ∓S_±/√2, so the first and third squares are halved. The strengths are 1/3, 2/9 and 1/9 in units of (g_s − g_l)², again in the ratio 3 : 2 : 1.

The energy scale is μ_N B = 315.25 neV. The distances of part (c) become

d_3 = (8 + 2/3)/2 · μ_N B = (13/3) μ_N B ≈ 1366 neV

d_x = (8/3 + 2/3)/2 · μ_N B = (5/3) μ_N B ≈ 525 neV

d_1 = (8/3 − 2/3)/2 · μ_N B = μ_N B ≈ 315 neV

A source moving towards the absorber with speed V raises the photon energy E₀ by E₀V/c, to first order in V/c. A line shifted by ΔE is therefore found at V = cΔE/E₀. With E₀ = 50 keV, the six lines lie at ±8.19, ±3.15 and ±1.89 mm/s. The gap between neighbouring x and weight-1 lines is 210 neV, the spacing of the ground sublevels. If the observed line width is well below this gap, the two lines are resolved, as assumed at the start. If it is comparable with the gap, they overlap, and their areas have to be found by fitting the line shapes.

At θ = 60°, cos²θ = 0.25 and sin²θ = 0.75, so

x = 4 · 0.75/1.25 = 2.4.

The areas are 3 : 2.4 : 1 : 1 : 2.4 : 3. The single-line fractions are

f_3 = 3 · 1.25/16 = 0.234, f_x = 0.75/4 = 0.188, f_1 = 1.25/16 = 0.078.

They add to 0.5 for half the sextet. The inversion formula returns the angle:

cos²θ = (4 − 2.4)/(4 + 2.4) = 1.6/6.4 = 0.25.

Equal ground populations are a good approximation at room temperature. At 300 K the upper ground sublevel is less populated than the lower one by a relative amount of 8.1 × 10⁻⁶. At temperatures low enough for k_B T to be comparable with 210 neV, this would fail. The lines starting from m_g = +1/2, which are numbers 1, 2 and 4 in order of energy, would then differ in weight from numbers 3, 5 and 6, and the sextet would lose its symmetry.

Changing g_s to 2 illustrates the condition in part (c). The g-factors become g_e = 4/3 and g_g = (4 − 2)/3 = 2/3, with equal signs. In units of μ_N B, the distances are

d_3 = (4 − 2/3)/2 = 5/3, d_x = (4/3 − 2/3)/2 = 1/3, d_1 = (4/3 + 2/3)/2 = 1.

At the same angle the areas in order of energy are now 3 : 1 : 2.4 : 2.4 : 1 : 3. The numerical output lists this case together with the line positions, areas and directional averages used above.

Numbers as computed

```
Orbital g-factor g_l = 1.0, spin g-factor g_s = 6.0
Field B = 10.0 T, photon energy = 50.0 keV
Angle theta = 60.0 degrees
g-factor of excited level = 2.6667
g-factor of ground level = -0.6667
muN*B = 315.25 neV
Excited sublevel spacing = 840.65 neV
Ground sublevel spacing = 210.16 neV
Relative ground population difference at 300 K = 8.13e-06
Strengths |v|^2 relative to line 3: [3. 2. 1. 1. 2. 3.]
Lines: m_g, m_e, shift (neV), shift (mm/s), area/line 3, fraction
  1: +0.5 +1.5   -1366.06   -8.191  3.0000  0.23437
  2: +0.5 +0.5    -525.41   -3.150  2.4000  0.18750
  3: -0.5 +0.5    -315.25   -1.890  1.0000  0.07813
  4: +0.5 -0.5    +315.25   +1.890  1.0000  0.07813
  5: -0.5 -0.5    +525.41   +3.150  2.4000  0.18750
  6: -0.5 -1.5   +1366.06   +8.191  3.0000  0.23437
x from direct areas = 2.4000, formula = 2.4000
cos^2(theta) recovered from x = 0.2500
Angle recovered from x = 60.00 degrees
x at theta = 0 degrees: 0.0000
x at theta = 90 degrees: 4.0000
x at theta = 54.74 degrees: 2.0000
Isotropic average, areas/line 3: [3. 2. 1. 1. 2. 3.]
Isotropic average, fractions: [0.25    0.16667 0.08333 0.08333 0.16667 0.25   ]
Spherical mean of the ratio x itself = 2.2832
cos^2-weighted directions: mean cos^2 = 0.6000
cos^2-weighted directions: effective x = 1.0000
Equal-sign case: g_e = 1.3333, g_g = 0.6667
Equal-sign case, areas/line 2 in energy order: [3.  1.  2.4 2.4 1.  3. ]
```
